# Polarisation self-energy of an added electron in a dielectric sphere

## Result

An electron is added to a neutral sphere of radius $R$ and permittivity $\epsilon_{\rm in}$, embedded in an infinite medium of permittivity $\epsilon_{\rm out}$. In the ground state of a spherical box with hard walls at $R$, its mean polarisation self-energy is, to first order,

$$\langle\Sigma\rangle=\frac{e^2}{2R}\left(\frac1{\epsilon_{\rm out}}-\frac1{\epsilon_{\rm in}}\right)+C(a)\,\frac{e^2}{\epsilon_{\rm in}R}\,\beta ,$$

$$\beta=\frac{\epsilon_{\rm in}-\epsilon_{\rm out}}{\epsilon_{\rm in}+\epsilon_{\rm out}},\qquad a=\frac{\epsilon_{\rm out}}{\epsilon_{\rm in}+\epsilon_{\rm out}} .$$

The first term is the monopole and the second collects all higher multipoles. The coefficient 0.47 is $C(0)=0.4667$, the limit $\epsilon_{\rm in}\gg\epsilon_{\rm out}$. At finite contrast $C$ is smaller: 0.441 for a permittivity ratio of 11.7 and 0.395 for a ratio of 3.

Both permittivities are static, local and isotropic, and the interface is sharp. Energies are counted from the band edge of the infinite inner material, so the polarisation that the electron would cause there is already included. The algebra uses Gaussian electrostatics in atomic units, $e=1$, with $x=r/R$.

## 1. The simplest case: a charge at the centre

For a unit charge at the centre, symmetry and Gauss's law give $D=1/r^2$ everywhere, whatever the permittivities. The field energy density is $D^2/(8\pi\epsilon)$. Compared with an infinite medium $\epsilon_{\rm in}$, only the region $r>R$ differs:

$$\Sigma(0)=\int_R^\infty\frac{1}{8\pi r^4}\left(\frac1{\epsilon_{\rm out}}-\frac1{\epsilon_{\rm in}}\right)4\pi r^2\,dr
=\frac1{2R}\left(\frac1{\epsilon_{\rm out}}-\frac1{\epsilon_{\rm in}}\right).$$

This is the monopole term. It is positive when the surroundings screen less well than the sphere: the field outside then costs more energy than it would in the bulk. The divergent field energy close to the charge is the same in both situations and drops out.

The same integral handles a shell of permittivity $\epsilon_s$ between $R$ and $R_2$. Splitting it at $R_2$ gives

$$\Sigma_0=\frac12\left(\frac1{\epsilon_s}-\frac1{\epsilon_{\rm in}}\right)\left(\frac1R-\frac1{R_2}\right)+\frac1{2R_2}\left(\frac1{\epsilon_{\rm out}}-\frac1{\epsilon_{\rm in}}\right).$$

If $W_s$ and $W_{\rm out}$ are the monopole energies for an infinite host made of the shell material or of the outer medium, this reads $\Sigma_0=W_s(1-R/R_2)+W_{\rm out}R/R_2$, a weighted mean of the two. For $R_2\to R$ the shell disappears, and for $R_2\to\infty$ it becomes the host.

## 2. A charge anywhere inside

**Origin of the half.** Let $V(\mathbf r,\mathbf r')$ be the potential at $\mathbf r$ induced by the interface when a unit charge sits at $\mathbf r'$. The response is linear, so a partial charge $\lambda q$ induces $\lambda qV$. Building up the charge reversibly costs

$$\int_0^1 (q\,d\lambda)\,(\lambda q)\,V(\mathbf r,\mathbf r)=\tfrac12q^2V(\mathbf r,\mathbf r).$$

With $q^2=1$, $\Sigma(r)=\frac12V(\mathbf r,\mathbf r)$. Using this as a potential for the electron assumes that the polarisation follows its motion without delay.

**Matching at the surface.** Let $\theta$ be the angle between $\mathbf r$ and $\mathbf r'$. For $r'<r<R$ the potential is the source term plus a solution of Laplace's equation regular at the origin; outside, it must decay:

$$\Phi_{\rm in}=\sum_l\left[\frac{r'^l}{\epsilon_{\rm in}r^{l+1}}+A_lr^l\right]P_l(\cos\theta),\qquad
\Phi_{\rm out}=\sum_l\frac{B_l}{r^{l+1}}P_l(\cos\theta).$$

Define the values at the surface, $s_l=r'^l/(\epsilon_{\rm in}R^{l+1})$, $\alpha_l=A_lR^l$ and $b_l=B_l/R^{l+1}$. Continuity of $\Phi$ and of $\epsilon\,\partial\Phi/\partial r$ (the latter multiplied by $R$) requires

$$s_l+\alpha_l=b_l,\qquad \epsilon_{\rm in}\left[-(l+1)s_l+l\alpha_l\right]=-\epsilon_{\rm out}(l+1)b_l .$$

Inserting the first condition into the second and collecting $\alpha_l$ on the left,

$$\alpha_l\left[l\epsilon_{\rm in}+(l+1)\epsilon_{\rm out}\right]=(l+1)(\epsilon_{\rm in}-\epsilon_{\rm out})s_l .$$

The bracket equals $\epsilon_{\rm out}+l(\epsilon_{\rm in}+\epsilon_{\rm out})$. The induced potential is $\sum_l\alpha_l(r/R)^lP_l$, hence

$$V(\mathbf r,\mathbf r')=\frac{\epsilon_{\rm in}-\epsilon_{\rm out}}{\epsilon_{\rm in}R}\sum_{l=0}^\infty\frac{l+1}{\epsilon_{\rm out}+l(\epsilon_{\rm in}+\epsilon_{\rm out})}\left(\frac{rr'}{R^2}\right)^lP_l(\cos\theta).$$

**Separation.** Put $\mathbf r'=\mathbf r$, so that $P_l(1)=1$, and halve. The $l=0$ term is

$$\frac{\epsilon_{\rm in}-\epsilon_{\rm out}}{2R\,\epsilon_{\rm in}\epsilon_{\rm out}}=\frac1{2R}\left(\frac1{\epsilon_{\rm out}}-\frac1{\epsilon_{\rm in}}\right),$$

in agreement with the central charge. It doesn't depend on $r$, so it exerts no force and has the same mean in every normalised orbital confined to the sphere. For $l\ge1$ the denominator is $(\epsilon_{\rm in}+\epsilon_{\rm out})(l+a)$, which gives

$$\Sigma(r)=\frac1{2R}\left(\frac1{\epsilon_{\rm out}}-\frac1{\epsilon_{\rm in}}\right)+\frac{\beta}{\epsilon_{\rm in}R}F(x,a),\qquad
F=\frac12\sum_{l=1}^\infty\frac{l+1}{l+a}x^{2l}.$$

**Limit: a metallic surrounding.** For $\epsilon_{\rm out}\to\infty$, $\beta\to-1$ and $a\to1$, and every ratio in the sum becomes one:

$$\Sigma=-\frac1{2\epsilon_{\rm in}R}\left(1+\sum_{l\ge1}x^{2l}\right)=-\frac{1}{2\epsilon_{\rm in}R(1-x^2)} .$$

The image construction for a grounded cavity puts a charge $-R/r$ at distance $R^2/r$ from the centre. Half its potential at the electron is $-\frac{1}{2\epsilon_{\rm in}}\frac{R/r}{R^2/r-r}=-\frac{R}{2\epsilon_{\rm in}(R^2-r^2)}$, the same result.

**Test without multipoles.** The bound charge density $\sigma$ on the interface makes the normal field jump by $4\pi\sigma$. If $E_n$ is the mean of its two values, continuity of $D$ reads $\epsilon_{\rm in}(E_n-2\pi\sigma)=\epsilon_{\rm out}(E_n+2\pi\sigma)$, or $\sigma=\beta E_n/(2\pi)$. This is an integral equation, because $E_n$ contains the field of $\sigma$ itself. It was solved numerically for $(\epsilon_{\rm in},\epsilon_{\rm out})=(11.7,1)$ and $(2,6)$. At $x=0$, 0.3, 0.6 and 0.85 the self-energy agreed with the formula to a relative error of $1.9\times10^{-8}$ at worst.

## 3. Behaviour at the wall

Write $(l+1)/(l+a)=1+(1-a)/(l+a)$ and sum the geometric part:

$$2F=\frac{x^2}{1-x^2}+(1-a)\sum_{l=1}^\infty\frac{x^{2l}}{l+a}.$$

The remaining sum is at most $\sum x^{2l}/l=-\ln(1-x^2)$, so near the wall the first term dominates. There $1-x^2\approx2(1-x)$, and

$$F\approx\frac1{4(1-x)},\qquad \Sigma\approx\frac{\beta}{4\epsilon_{\rm in}(R-r)} .$$

This should be the energy of a charge at distance $t=R-r$ from a flat interface. For that problem take an image $q'$ at the mirror point for the field inside, and a charge $q''$ at the true position for the field outside. Continuity of the potential gives $(1+q')/\epsilon_{\rm in}=q''/\epsilon_{\rm out}$, and continuity of normal $D$ gives $1-q'=q''$. Eliminating $q''$ yields $q'=\beta$. The image is $2t$ away, so half its potential is $\beta/(4\epsilon_{\rm in}t)$, as required.

The higher multipoles therefore contain the image force. For $\epsilon_{\rm in}>\epsilon_{\rm out}$ it pushes the electron inward; for the opposite contrast it pulls it towards the wall.

## 4. The box average at high contrast

For an isotropic mass and an infinite barrier, the ground state is $\psi=\sin(\pi r/R)/(\sqrt{2\pi R}\,r)$. Its probability density in $x$ is $4\pi r^2|\psi|^2R=2\sin^2(\pi x)$. Define

$$C(a)=\int_0^12\sin^2(\pi x)\,F(x,a)\,dx .$$

Near the wall the density behaves as $2\pi^2(1-x)^2$, which more than compensates the divergence of $F$, so the integral is finite.

For $a=0$ the remaining sum is the logarithm itself, and $C(0)=\frac12(I_1+I_2)$ with

$$I_1=\int_0^12\sin^2(\pi x)\frac{x^2}{1-x^2}dx,\qquad I_2=-\int_0^12\sin^2(\pi x)\ln(1-x^2)\,dx .$$

In $I_1$ use $x^2/(1-x^2)=1/(1-x^2)-1$. The $-1$ integrates to $-1$ by normalisation. Next, $2/(1-x^2)=1/(1-x)+1/(1+x)$. Substituting $u=1-x$ in one part and $u=1+x$ in the other leaves $\sin^2(\pi u)$ unchanged and joins the intervals $(0,1)$ and $(1,2)$:

$$I_1=\int_0^2\frac{\sin^2\pi u}{u}du-1=\frac12\int_0^2\frac{1-\cos2\pi u}{u}du-1=\frac12{\rm Cin}(4\pi)-1,$$

where ${\rm Cin}(z)=\int_0^z(1-\cos t)\,dt/t$. In $I_2$, write $2\sin^2(\pi x)=1-\cos(2\pi x)$, split the logarithm and make the same substitutions:

$$I_2=-\int_0^2(1-\cos2\pi u)\ln u\,du .$$

The first piece follows from $\int_0^2\ln u\,du=2\ln2-2$. The second is integrated by parts; the boundary term $\sin(2\pi u)\ln u/(2\pi)$ vanishes at both ends:

$$\int_0^2\cos(2\pi u)\ln u\,du=-\int_0^2\frac{\sin2\pi u}{2\pi u}du=-\frac{{\rm Si}(4\pi)}{2\pi}.$$

So $I_2=2-2\ln2-{\rm Si}(4\pi)/(2\pi)$, and

$$C(0)=\frac12\left[\frac{{\rm Cin}(4\pi)}2+1-2\ln2-\frac{{\rm Si}(4\pi)}{2\pi}\right].$$

With ${\rm Cin}(4\pi)=3.114357$ and ${\rm Si}(4\pi)=1.492161$, the bracket is $1.55718+1-1.38629-0.23749=0.93340$, hence $C(0)=0.4667$.

The dipole, quadrupole and octupole contribute 0.2827, 0.0856 and 0.0374. Together they make 0.4057, or 87% of the total; the rest comes from $l\ge4$. A dipole-only estimate would miss 39% of the coefficient.

## 5. Finite contrast

Each ratio $(l+1)/(l+a)$ falls as $a$ rises, and each mean $\langle x^{2l}\rangle$ is positive. Therefore $C(a)$ decreases steadily from $a=0$ to $a=1$. At the far end only the geometric part survives:

$$C(1)=\tfrac12I_1=\tfrac12\left[\tfrac12{\rm Cin}(4\pi)-1\right]=0.2786 .$$

Between the ends:

| $\epsilon_{\rm in}/\epsilon_{\rm out}$ | $C$ |
|---|---|
| 100 | 0.4633 |
| 11.7 | 0.4410 |
| 3 | 0.3952 |
| 1 | 0.3452 |

At equal permittivities $C$ is nonzero, but $\beta=0$ removes the energy, as it must. If the surroundings screen better than the sphere, both terms are negative.

The average was also tested against the surface-charge equation of section 2. For the same two pairs of permittivities, an eight-point average of its self-energies over the box density agreed with the complete formula to a relative error of $2.2\times10^{-6}$ at worst.

## 6. A second case: a neutral pair

Since $q^2$ enters, an added hole with the same density costs the same energy as the electron. When both are present, their interaction through the interface is $-V(\mathbf r_e,\mathbf r_h)$. It carries no factor one half, because each charge sits in the potential induced by the other. Its $l=0$ part is $-(1/R)(1/\epsilon_{\rm out}-1/\epsilon_{\rm in})$, which cancels the two monopole self-energies for any positions inside the sphere.

This follows from Gauss's law: a neutral pair has no monopole field outside. If electron and hole have independent spherical densities, the angular average also removes the $l\ge1$ terms of their mutual induced interaction. With both particles in the box ground state, what the interface adds to the pair energy is $2C(a)\beta/(\epsilon_{\rm in}R)$. The monopole therefore matters for adding or removing charge, while the multipoles remain for a neutral excitation. The direct attraction, screened by $\epsilon_{\rm in}$, comes in addition.

## 7. A silicon nanocrystal

Take a free-standing silicon sphere with $R=2.0$ nm, $\epsilon_{\rm in}=11.7$ and $\epsilon_{\rm out}=1$. These are rough typical values. Then $e^2/R=0.7200$ eV, $\beta=0.8425$, $a=0.0787$ and $C(a)=0.4410$.

$$\text{monopole}=\tfrac12(0.7200)\left(1-\tfrac1{11.7}\right)=0.329\ \text{eV},$$

$$\text{multipoles}=0.4410\times\frac{0.7200}{11.7}\times0.8425=0.023\ \text{eV}.$$

The total is 0.352 eV, of which the multipoles supply 6.5%. Using $C(0)$ would give 0.0242 eV instead of 0.0229 eV for them, 6% too much.

The local multipole energy is zero at the centre, 0.015 eV at $r/R=0.5$ and 0.148 eV at $r/R=0.9$. Its mean is small because the box state has little weight where the energy is large.

In a silica-like host with a rough $\epsilon_{\rm out}=3.9$, all else held fixed, the monopole falls to 0.0615 eV and the multipoles to 0.0122 eV, for a total of 0.074 eV. The multipole share rises to 16.5%, and 0.4667 in place of $C=0.3952$ would overstate that part by 18%.

Real silicon nanocrystals are often oxidised, which breaks the assumption of a single outer medium. For a 1 nm oxide shell in vacuum, $R/R_2=2/3$, and section 1 gives a monopole of $0.0615/3+0.3292\times2/3=0.240$ eV. The shell thus lowers the bare-sphere monopole by 0.09 eV, about four times the whole multipole term.

## 8. Where the hard-wall model gives way

**Shape of the orbital.** Letting the orbital respond to the multipole potential, with an isotropic mass of 0.258 $m_e$, lowers the energy by 0.0004 eV. First order is adequate inside this model. Silicon's conduction valleys are anisotropic, however. With rough masses of 0.19 and 0.92 $m_e$, the hard-wall ground state gives a multipole energy of 0.0213 eV instead of 0.0229 eV. The monopole is unchanged.

**Temperature.** In the same anisotropic model, the first state odd along the heavy axis lies 0.152 eV above the ground state. At 300 K its Boltzmann factor is 0.003, so it is hardly occupied.

**Finite barrier.** This is the serious limitation. If the density at $R$ is nonzero, the mean of $1/(R-r)$ diverges logarithmically, and a sharp classical interface gives no finite answer. The approach to the hard wall can be followed for very high barriers. A small penetration changes the density near the wall from $(1-x)^2$ to $(1-x+\delta)^2$, apart from a factor. Multiplied by $1/(1-x)$, this contains the term $2\delta$, of first order in $\delta$. The penetration scales as the inverse square root of a high barrier. For the silicon sphere, with $F$ capped 0.001 bohr from the wall, the mean of $F$ departs from its hard-wall value by a fraction $1.07\times10^{-3}$ of that value at a barrier of $10^5$ hartree and by a fraction $1.07\times10^{-4}$ at $10^7$ hartree. A hundredfold barrier brings a tenfold reduction, as expected. This scaling is not peculiar to the divergence of $F$: the mean of $x^2$ also shifts in first order in $\delta$, by a fraction $4.6\times10^{-4}$ at $10^5$ hartree, somewhat less than half the shift of $F$.

The real barrier is far lower. A rough electron affinity of 4.0 eV, less the monopole energy that raises the inner band edge, leaves 3.67 eV. With the isotropic mass inside and the free-electron mass outside, the confinement energy drops from 0.364 to 0.246 eV, and 1.2% of the probability lies outside. To obtain finite numbers, the image energy was held constant within 0.1 nm of the interface, roughly an atomic distance. The inner multipole part then becomes $+0.046$ eV, twice the hard-wall value. The outer part is negative, because an electron in vacuum is attracted to the sphere. A flat interface gives $-0.036$ eV; the curved surface of the sphere attracts somewhat less, $-0.031$ eV.

These numbers depend on the chosen cap, and their sum is not a prediction. They are also first-order averages over an orbital computed without the image energy, and first order is not adequate here: at the cap the outer image energy of the sphere is $-2.6$ eV, comparable with the barrier. If the orbital responds to the capped potential of the sphere, 2.8% of the probability lies outside and the net shift of the level is $+0.003$ eV instead of the first-order $+0.015$ eV; with a cap of 0.05 nm it is $-0.063$ eV instead of $-0.007$ eV. The first-order values still indicate the scale. They show that for this crystallite the change of the inner part and the added outer part are each comparable with the hard-wall multipole term. With a cap of 0.05 nm the sum even becomes negative. The value 0.023 eV therefore belongs to the hard-wall model only; for the real object, this treatment settles neither the size nor the sign of the net multipole term.

**Size and permittivity.** An atomic surface doesn't define $R$ to better than about 0.1 nm. Increasing $R$ by that amount lowers the total from 0.352 to 0.335 eV, a change comparable with the multipole term. Reducing $\epsilon_{\rm in}$ to 10, a rough allowance for weaker screening in a small crystallite, changes the total by only 0.002 eV. In vacuum the monopole is governed mainly by $1/\epsilon_{\rm out}$.

**Field and response time.** A central electron produces 3.6 MV/cm just outside the sphere. By Gauss's law the spherical density of the box ground state gives the same field, whereas a point charge held close to the wall would give a stronger one locally. In the silica-like host this becomes $3.6/3.9=0.9$ MV/cm, well below the rough 10 MV/cm at which good silica breaks down. The static response requires the electron's own energy scale, here 0.2 to 0.4 eV, to be small beside the few eV of silicon's main electronic transitions. For the sphere in vacuum that holds by about a factor of ten, and the margin shrinks for smaller spheres. In the silica-like host, part of the permittivity 3.9 comes from lattice vibrations at roughly 0.1 eV, somewhat below the electron's own excitation energies, so they follow its motion only in part. Once the lattice has relaxed around the added charge, they contribute fully to the monopole, which doesn't depend on the electron's position, but only partly to the multipoles. The multipole energy of 0.0122 eV for that host is therefore the result of the static model only.

The monopole is thus the robust part of the result, limited here mainly by the radius and the surroundings. The complete numerical output follows.

## Computed values

```
Boundary-integral check, local: max rel. error 1.9e-08
Boundary-integral check, mean: max rel. error 2.2e-06
Mean of F, rel. departure at 1e5 hartree: 1.07e-03
Mean of F, rel. departure at 1e7 hartree: 1.07e-04
Cin(4 pi) = 3.114357, Si(4 pi) = 1.492161
High-contrast coefficient C(0) = 0.466700
Opposite limit C(1) = 0.278589
Box mean of (r/R)^2 = 0.282673
Part of C(0) from l=1: 0.2827
Part of C(0) from l=2: 0.0856
Part of C(0) from l=3: 0.0374
C for eps_in/eps_out=100: 0.4633
C for eps_in/eps_out=11.7: 0.4410
C for eps_in/eps_out=3: 0.3952
C for eps_in/eps_out=1: 0.3452
Silicon nanocrystal, rough typical parameters:
Radius = 2.0 nm
eps_in = 11.7, eps_out = 1.0
Masses: transverse 0.19, longitudinal 0.92 m_e
Isotropic mean mass = 0.258 m_e
e^2/R = 0.7200 eV
beta = 0.8425, a = 0.0787, C(a) = 0.4410
Monopole energy = 0.3292 eV
Multipole energy = 0.0229 eV
Total self-energy = 0.3521 eV
Multipole energy with C(0) = 0.0242 eV
Local multipole energy at r/R=0.0: 0.0000 eV
Local multipole energy at r/R=0.5: 0.0150 eV
Local multipole energy at r/R=0.9: 0.1482 eV
Silica-like host, rough eps_out = 3.9:
  monopole 0.0615 eV
  multipole 0.0122 eV
  total 0.0737 eV
Neglected effects, eps_out = 1:
Hard-wall confinement energy = 0.3639 eV
Orbital relaxation = -0.000442 eV
Multipole, anisotropic mass = 0.0213 eV
First odd excitation in valley = 0.1524 eV
kT at 300 K = 0.0259 eV
Boltzmann factor of that excitation = 2.75e-03
Rough electron affinity = 4.0 eV
Barrier less monopole energy = 3.671 eV
Finite-barrier confinement energy = 0.2464 eV
Probability outside = 1.24 percent
Image cap distance = 0.1 nm
Capped inner multipole energy = 0.0457 eV
Capped outer planar image = -0.0359 eV
Total if R is 0.1 nm larger = 0.3353 eV
Total if eps_in is 10.0 = 0.3498 eV
Field just outside, central charge = 3.600 MV/cm
```
